# Stitching Loss in a Waveguide with Small Lateral Offsets

## Question

A long straight waveguide is written by electron-beam lithography, one writing field after another. The fields are 1 mm long, and at each boundary the guide steps sideways by 10 nm. The guided mode is roughly Gaussian, with a field waist radius of 250 nm. How much loss per centimetre do these steps cause, and how does it depend on the offset, the mode size and the field length?

## Answer

### One step as an overlap of two modes

Let $z$ run along the guide, $x$ across it in the plane of the chip, and $y$ vertically. The mode field before a boundary is

$$E_1(x,y)=\exp\!\left(-\frac{x^2+y^2}{w^2}\right),$$

so $w=250$ nm is the radius at which the field has fallen to $1/e$ and the intensity to $1/e^2$. After the boundary the guide is the same but displaced by $d$, and its mode is $E_2(x,y)=E_1(x-d,y)$.

The arriving field no longer fits the guide. Write it as $E_1=cE_2+E_\perp$, with $E_\perp$ orthogonal to $E_2$. Multiplying by $E_2$ and integrating gives $c=\int E_1E_2\,dx\,dy/\int E_2^2\,dx\,dy$. The estimate assumes that the part $cE_2$ continues as guided light and that $E_\perp$ is lost. This is an approximation, examined below. Since the two modes have the same norm, the transmitted power fraction is $\eta=c^2$.

The $y$ integrals cancel. In the $x$ integral the exponent contains

$$x^2+(x-d)^2=2\left(x-\frac d2\right)^2+\frac{d^2}{2}.$$

The first term is a shifted copy of the exponent $2x^2$ in the denominator, and a shift does not change an integral over the whole line. What remains is

$$c=\exp\!\left(-\frac{d^2}{2w^2}\right),\qquad \eta=\exp\!\left(-\frac{d^2}{w^2}\right).$$

The loss of one stitch in decibels is

$$A=-10\log_{10}\eta=\frac{10}{\ln 10}\,\frac{d^2}{w^2}.$$

### From one stitch to a centimetre

If the lost light does not return, the transmissions of successive stitches multiply and their decibels add. With one stitch per field length $P$,

$$\alpha=\frac{A}{P}=\frac{10}{\ln 10}\,\frac{d^2}{w^2P}.$$

For the given numbers $d^2/w^2=(10/250)^2=0.0016$. Each stitch loses 0.16 % of the power, or $4.343\times0.0016=0.00695$ dB. There are ten stitches per centimetre on average, so

$$\alpha=10\times0.00695\ \text{dB/cm}\approx0.07\ \text{dB/cm}.$$

The offset enters squared because the overlap of two identical modes is greatest at zero offset, and for a continuous field its slope vanishes there. At fixed waist and pitch, 5 nm steps give 0.017 dB/cm and 20 nm steps 0.28 dB/cm. Doubling the field length at fixed offset halves the loss; halving the offset at fixed field length quarters it. For a loss budget $\alpha$, the permitted offset is $d=w\sqrt{\alpha P\ln10/10}$, within the same assumptions.

### What "10 nm" and "250 nm" mean

Real steps vary. Because $A$ is proportional to $d^2$, the mean loss follows from the mean square offset:

$$\langle\alpha\rangle=\frac{10}{\ln10}\,\frac{\langle d^2\rangle}{w^2P}.$$

The result 0.07 dB/cm therefore holds if 10 nm is the size of every step or the root-mean-square step. If the steps are spread uniformly between $-D$ and $D$, then

$$\langle d^2\rangle=\frac1{2D}\int_{-D}^{D}x^2\,dx=\frac{D^2}{3},$$

and $D=10$ nm gives 0.023 dB/cm. If 10 nm is three standard deviations of a normal distribution centred on zero, the mean square is nine times smaller than $(10\ \text{nm})^2$ and the loss is 0.008 dB/cm.

A single guide also scatters about the mean. For independent normal steps of variance $s^2$, $\langle d^4\rangle=3s^4$, so the variance of $d^2$ is $3s^4-s^4=2s^4$. The sum over $N$ stitches has mean $Ns^2$ and standard deviation $\sqrt{2N}\,s^2$, a relative spread of $\sqrt{2/N}$. For $N=10$ this is about 45 %. If the quoted figure is instead the independent placement error of each field, every step is the difference of two such errors. The mean square step and the mean loss then double, neighbouring steps are correlated, and the relative spread for $N=10$ is about 54 %.

The waist convention matters too. If 250 nm were the radius at which the *intensity* falls to $1/e$, the field radius would be $\sqrt2\times250$ nm, and the loss would halve to 0.035 dB/cm.

### A mode that is not Gaussian

Let $\psi(x)$ be any real lateral mode profile with $\int\psi^2dx=1$. Expanding the square below and using the normalization of both terms gives the identity

$$\int\psi(x)\psi(x-d)\,dx=1-\frac12\int[\psi(x)-\psi(x-d)]^2dx.$$

If $\psi$ is continuous, the bracket is approximately $d\,\psi'(x)$ for small $d$. (A field that jumps, such as an electric field normal to a wall, makes this integral linear in $d$; the formula below then does not apply. The overlap of electric with magnetic field is quadratic in $d$ but is not a reliable substitute. For a slab of core index 2.85 in silica at 1550 nm, with the electric field normal to its walls and a 10 nm step, it gives a loss of 0.0015 at 500 nm width, equal to that found by matching the whole field at the joint; this slab also guides an odd mode, so the figure is the power leaving the fundamental mode, not all of it radiated. At 300 nm it gives 0.0002 against 0.0007, and at 220 nm a transmission above one. Such cases need the full matching.) Squaring the overlap and keeping terms up to $d^2$ gives

$$1-\eta\simeq\frac{d^2}{w_{\rm eff}^2},\qquad \frac1{w_{\rm eff}^2}=\int\psi'^2\,dx.$$

The mean square slope of the mode sets the loss. For a Gaussian, $\psi'=-2x\psi/w^2$ and $\langle x^2\rangle=w^2/4$, so $1/w_{\rm eff}^2=(4/w^4)(w^2/4)=1/w^2$, as required.

A slab of half-width $a$ is closer to an etched waveguide. Its even mode is, before normalization, $\cos\kappa x$ inside and $\cos u\,e^{-\gamma(|x|-a)}$ outside, with $u=\kappa a$. Continuity of the slope requires $\gamma=\kappa\tan u$. The norm is

$$a+\frac{\sin u\cos u}{\kappa}+\frac{\cos^2u}{\gamma}
=a+\frac{\cos u}{\kappa\sin u}(\sin^2u+\cos^2u)=a+\frac1\gamma,$$

where $1/\gamma=\cos u/(\kappa\sin u)$ was used. The integral of the squared slope is

$$\kappa^2a-\kappa\sin u\cos u+\gamma\cos^2u=\kappa^2a,$$

because $\gamma\cos^2u=\kappa\sin u\cos u$. Dividing the two results,

$$\frac1{w_{\rm eff}^2}=\frac{\kappa^2\gamma a}{1+\gamma a}.$$

Two limits show how the loss depends on width at fixed indices. In a wide guide $u\to\pi/2$ and $\gamma a\to\infty$, so $w_{\rm eff}\to2a/\pi$: the mode grows with the guide and the power leaving it per stitch falls as $d^2/a^2$. This limit is approached slowly: for the silicon slab treated below, $w_{\rm eff}$ is still 1.65 times $2a/\pi$ at a width of 600 nm and 1.18 times at 2 µm. Such a guide is multimode, however, and much of this power passes into higher guided modes instead of radiating, and may couple back at later stitches: for the silicon slab treated below, about 60 % of it when the width is 400 nm and over 90 % at 600 nm. In a very narrow guide $u$ is small, $\kappa^2\simeq\gamma/a$, and $w_{\rm eff}\to1/\gamma$. This also grows, because the field spreads into the cladding. Between these limits there is a width at which the overlap loss is greatest.

### A silicon wire of this mode size

Take a silicon wire in silica at a wavelength of 1550 nm, with the model indices set to 3.48 and 1.444, height 300 nm and width 330 nm. Let the electric field be vertical, parallel to the etched side walls. The effective-index method first treats the wire as an unbounded horizontal film. With $k_0=2\pi/\lambda$, and with $\kappa_f$ and $\gamma_f$ the film's vertical core wavenumber and cladding decay constant, its even mode obeys

$$\kappa_f\tan\frac{\kappa_fh}{2}=\frac{n_{\rm Si}^2}{n_{\rm ox}^2}\gamma_f,\qquad \kappa_f^2+\gamma_f^2=k_0^2(n_{\rm Si}^2-n_{\rm ox}^2).$$

The index ratio appears because this field is normal to the film faces: the magnetic field and its slope divided by $n^2$ are continuous there. The film index $n_f=\sqrt{n_{\rm Si}^2-\kappa_f^2/k_0^2}$ is 2.62.

This index becomes the core index of a lateral slab with $a=165$ nm. The field is parallel to the slab's walls, so it and its slope are continuous, as assumed above. The parameter $V=k_0a\sqrt{n_f^2-n_{\rm ox}^2}=1.46$ lies below $\pi/2$, where the first odd mode would appear, so there is one lateral mode. Solving $u\tan u=\sqrt{V^2-u^2}$ gives $u=0.904$ and $\gamma a=1.150$. Hence

$$w_{\rm eff}=\frac{a}{u}\sqrt{\frac{1+\gamma a}{\gamma a}}=\frac{165\ \text{nm}}{0.904}\sqrt{\frac{2.150}{1.150}}\approx250\ \text{nm}.$$

A Gaussian waist of 250 nm is thus a reasonable stand-in for the mode of this lateral slab; how well the slab represents the full wire is discussed at the end. The overlap loss of the slab, computed by shifting its full mode by 10 nm, is 0.00160 per stitch, the same as for the Gaussian to this accuracy.

### Is the mismatched field really lost?

The mismatched part $E_\perp$ contains radiation modes, which carry power away, and evanescent modes, which decay near the joint and carry none. The step also radiates backward. To account for this in the slab, expand the field at the joint in modes of the second guide.

Let $O_j$ be the overlap of the incoming mode with radiation mode $j$, whose propagation constant is $\beta_j$; the guided mode has $\beta_0$. Let $t_j$ and $r_j$ be the forward and backward amplitudes. They are of first order in $d$, so replacing the first guide's radiation modes by those of the second changes only higher orders. Continuity of the field and of its $z$-derivative gives

$$O_j+r_j=t_j,\qquad \beta_0O_j-\beta_jr_j=\beta_jt_j.$$

The minus sign belongs to the backward wave. The second equation gives $t_j+r_j=\beta_0O_j/\beta_j$, the first $t_j-r_j=O_j$, and therefore

$$t_j=\frac{\beta_0+\beta_j}{2\beta_j}O_j,\qquad r_j=\frac{\beta_0-\beta_j}{2\beta_j}O_j.$$

For the guided mode itself, $\beta_j=\beta_0$ makes the first-order reflection vanish. Its reflected power is then at most of order $d^4$, which justifies neglecting it.

The power in a propagating mode is proportional to $\beta_j$ times its squared amplitude. The lost fraction is

$$p=\sum_{\rm prop}\frac{\beta_j}{\beta_0}(t_j^2+r_j^2)=\sum_{\rm prop}O_j^2\,\frac{\beta_0^2+\beta_j^2}{2\beta_0\beta_j}.$$

The overlap estimate is instead the sum of $O_j^2$ over all modes. It counts evanescent modes that take no power, but it gives each propagating mode a weight of one, whereas the true weight exceeds one because $(\beta_0-\beta_j)^2>0$. The two errors oppose each other.

The overlaps follow from the mode equation $\psi''+k_0^2n^2\psi=\beta_0^2\psi$. Differentiate it with respect to $x$, multiply by a radiation mode $\phi_k$, and integrate. Two integrations by parts move the derivatives onto $\phi_k$, which obeys the same equation with $\beta_k^2$, so that

$$(\beta_0^2-\beta_k^2)\int\phi_k\psi'\,dx=\int\phi_k\,(k_0^2n^2)'\,\psi\,dx.$$

The index changes only at the walls, by $G=k_0^2(n_f^2-n_{\rm ox}^2)$ in $k_0^2n^2$. Since $\psi'$ is odd, only odd $\phi_k$ couple at first order, and the two walls contribute equally:

$$O_k^2=d^2\,\frac{4G^2\,\phi_k(a)^2\,\psi(a)^2}{(\gamma^2+k^2)^2},\qquad \psi(a)^2=\frac{\cos^2u}{a+1/\gamma}.$$

Here $k$ is the lateral wavenumber in the cladding, so $\beta_k^2=k_0^2n_{\rm ox}^2-k^2$ and $\beta_0^2-\beta_k^2=\gamma^2+k^2$.

To find $\phi_k(a)$, write the odd mode for $x>0$ as $B\sin qx$ inside and $\pi^{-1/2}\sin[k(x-a)+\delta]$ outside, with $q^2=k^2+G$. The prefactor normalizes the modes to $\delta(k-k')$, so the sum over modes becomes an integral over $k$. Matching value and slope gives $B\sin qa=\pi^{-1/2}\sin\delta$ and $Bq\cos qa=\pi^{-1/2}k\cos\delta$. Dividing the second by $k$, squaring and adding eliminates $\delta$:

$$\phi_k(a)^2=B^2\sin^2qa=\frac1\pi\,\frac{k^2\sin^2qa}{k^2\sin^2qa+q^2\cos^2qa}.$$

Integrating over the propagating range $0<k<k_0n_{\rm ox}$ gives $p=0.00176$ per stitch. This is 10 % more than the overlap loss. Evanescent modes hold 20 % of the squared overlap, so the propagating modes hold 80 %, and their mean weight must be about $1.10/0.80\approx1.4$. Of the radiated power, 14 % travels backward.

A separate solution of the joint, matching the whole field on a 10 nm grid with absorbing borders, also gives 0.00176. It uses neither the first-order expansion in $d$ nor the formula for $O_k^2$, and so tests the result for $p$; the close agreement should not be taken as the accuracy of so coarse a grid. For ten stitches per centimetre the slab loses 0.077 dB/cm. The simple estimate is therefore good to about 10 % for this slab, but that figure does not carry over to other widths, and need not carry over to other polarizations. In the same slab model the ratio of radiated to overlap loss falls from 1.10 at 330 nm width to about 0.86 at 250 nm and 0.69 at 200 nm, where evanescent modes hold a larger share and the overlap estimate is too high.

### When stitches stop being independent

Two equal steps in the same direction, very close together, act as one step of $2d$. The loss is then proportional to $4d^2$, not $2d^2$. Two close steps in opposite directions cancel. In the slab model "close" means within a few tens of nanometres; at a gap of 640 nm the order is even reversed, the opposite pair losing about three times the single-step loss and the equal pair slightly less than one. Adding decibels therefore requires the radiation from one stitch to be out of step, or gone, at the next.

Forward radiation at wavenumber $k$ leaves with power-normalized amplitude $\sqrt{\beta_k/\beta_0}\,t_k$. By reciprocity, an equal step converts it back with the same magnitude. The amplitude recaptured after a distance $P$ has magnitude

$$R=\left|\int O_k^2\,\frac{(\beta_0+\beta_k)^2}{4\beta_0\beta_k}\,e^{i(\beta_k-\beta_0)P}\,dk\right|.$$

Interference with the guided wave changes the power by at most about $2R$ per neighbouring pair. In the slab model with $P=1$ mm this is small, because the different $\beta_k$ have acquired widely different phases. Integrated over the propagating range alone, it swings between 0.024 % and 0.035 % of the stitch loss as $P$ changes by about a wavelength. The swing comes from ending the integral at $\beta_k=0$; continuing it over the evanescent modes, where $\beta_k$ is imaginary, removes the swing and gives 0.03 %. At $P=0.1$ mm the figure is about 0.9 %. The model does not include reflections that might return light from a substrate or a neighbouring structure.

### Angular error

If the second field is also rotated by a small angle $\varphi$, the arriving wave has a phase $e^{i\beta_0\varphi x}$ relative to the new mode. For the Gaussian the amplitude overlap is

$$\frac{\int e^{-2x^2/w^2}e^{i\beta_0\varphi x}dx}{\int e^{-2x^2/w^2}dx}=e^{-(\beta_0\varphi w)^2/8},$$

by completing the square, so $\eta=\exp[-(\beta_0w\varphi)^2/4]$. With the slab's $\beta_0=2.24\,k_0$ and a chosen angle of 0.1 mrad, the loss is about $6\times10^{-7}$ dB/cm. The direct effect of such a rotation is negligible here. A rotation about the field's centre also displaces the guide's ends, however, by $\varphi P/2$, and that displacement belongs in $d$. For 0.1 mrad and $P=1$ mm it is 50 nm, and steps of 50 nm at every stitch would cost 1.7 dB/cm for the Gaussian mode. If every field carries the same rotation, there is no tilt at the joints, but the displacements of the two ends add to a step $\varphi P=100$ nm, or about 7 dB/cm. The loss is then $(10/\ln10)\,\varphi^2P/w^2$ and grows with the field length instead of falling. Keeping the step below 10 nm requires $\varphi$ below 0.02 mrad in the first case and 0.01 mrad in the second.

### Comparison with real waveguides

Silicon strip guides often have a total propagation loss of very roughly 1 to a few dB/cm, much of it from side-wall roughness. A stitching loss of 0.07 dB/cm would be a small part of that, but would matter more in a guide made for very low loss. The wire used here is taller and narrower than a common strip, which is roughly 220 nm high and 450 to 500 nm wide and usually carries horizontally polarized light. That field jumps at the side walls, so the 10 % correction found above does not apply to it. The slab of core index 2.85 quoted earlier is the effective-index model of such a strip; at 500 nm width it loses 0.0015 per 10 nm step from the fundamental mode, or about 0.065 dB/cm. The full strip has not been calculated. The effective-index method is also rough for a nearly square wire: the full-vector vertically polarized mode of this cross-section has an effective index near 2.12 rather than 2.24, and its mode size depends on which overlap is taken. The overlap of electric with magnetic field gives $w_{\rm eff}\approx250$ nm, but that of the dominant magnetic component gives about 220 nm, and that of the vertical electric field 200 to 210 nm depending on the mesh. In the slab these overlaps coincide; in the wire they imply losses that differ by 30 to 55 %, and only a full matching of the joint could decide between them. The 10 % correction belongs to the slab model, not to the full wire. The meaning of the quoted 10 nm matters far more than the 10 % correction: if it is a three-sigma limit instead of an rms value, the estimate falls ninefold. Width errors or gaps at the joints would add loss that is not included. The numerical output below lists the values for the Gaussian mode and the slab.

## Calculated quantities

```
Field waist radius w: 250 nm
Lateral offset d: 10 nm
Stitch pitch P: 1 mm
Stitches per centimetre: 10
Squared ratio d^2/w^2: 0.00160
Power transmission per stitch: 0.998401
Power fraction lost per stitch: 0.001599
Loss per stitch: 0.00695 dB
MAIN RESULT, stitching loss: 0.0695 dB/cm
Loss for 5 nm offsets: 0.0174 dB/cm
Loss for 20 nm offsets: 0.2779 dB/cm
Loss for 50 nm offsets: 1.7372 dB/cm
Loss for normal offsets, rms 10 nm: 0.0695 dB/cm
Loss for uniform offsets within +/-10 nm: 0.0232 dB/cm
Loss if 10 nm is three sigma: 0.0077 dB/cm
Loss if w is 1/e intensity radius: 0.0347 dB/cm
Wire model wavelength: 1550 nm
Rough silicon index: 3.48
Rough silica index: 1.444
Wire height: 300 nm
Wire width: 330 nm
Film effective index, vertical polarization: 2.6204
Lateral V (half-width), one mode below pi/2: 1.4625
Core phase u = kappa a: 0.9043
Cladding decay gamma a: 1.1495
Guided effective index: 2.2447
Equivalent waist of slab mode: 249.5 nm
Slab overlap loss fraction per stitch: 0.001605
Slab radiated loss fraction per stitch: 0.001764
Grid wave-matching loss fraction: 0.001764
Radiated loss / overlap loss: 1.100
Evanescent share of squared overlaps: 0.199
Backward share of radiated power: 0.136
Slab radiated stitching loss: 0.0767 dB/cm
Relative recapture effect, upper size: 3.54e-04
Chosen angular error: 0.1 mrad
Loss from this angular error: 5.62e-07 dB/cm
```
